\section*{Space-charge-limited current at saturated velocity and the Mott-Gurney law}

\section*{Problem}

Electrons enter a plane semiconductor layer of length $L$ at the cathode, $x=0$, and leave at the anode, $x=L$. The layer has negligible doping and no traps. The cathode can supply any current asked of it, so the current is limited by the electrons' own space charge.

(a) Find the steady current density $J$ at voltage $V$ if every electron moves at the same saturated velocity $v_s$.

(b) Compare its dependence on $V$ and $L$ with that of the constant-mobility law, and find which law applies at which voltage.

(c) Evaluate the results for $L=5~\mu\mathrm{m}$, $V=30$ V, dielectric constant $\kappa=12$, mobility $\mu=1000~\mathrm{cm^2/Vs}$ and $v_s=10^7$ cm/s.

Gaussian units are used in the algebra. The symbols $e$, $E$ and $J$ denote magnitudes of the electron charge, field and current density. The motion is classical, so $\hbar$ does not appear. The electron mass does not appear separately either, because collisions set the velocity and their effect is contained in the given $\mu$ and $v_s$.

\section*{A tempting solution}

For constant mobility the Mott-Gurney law holds:
\begin{equation}
J_{\rm MG}=\frac{9\kappa\mu V^2}{32\pi L^3}.
\label{mg}
\end{equation}
Mobility is velocity divided by field. At saturation the velocity is $v_s$ and the mean field is $V/L$, so one puts $\mu\to v_sL/V$ and finds
\begin{equation}
J_{\rm tempting}=\frac{9\kappa v_s V}{32\pi L^2}.
\label{wrong}
\end{equation}
This is linear in voltage and inverse-square in length, and it has the right units. Its numerical factor is nevertheless wrong.

\section*{Where it fails}

The factor $9/32$ belongs to a particular field profile, which the derivation of \eqref{mg} brings out. Poisson's equation and the steady current are
\begin{equation}
\frac{dE}{dx}=\frac{4\pi e n}{\kappa},\qquad J=env,
\label{basic}
\end{equation}
where $n$ is the electron density and $J$ is independent of $x$. Diffusion is left out for now.

The boundary condition is $E(0)=0$. A field pulling electrons out of the ample cathode would draw in more charge, and this charge would weaken the field. A retarding field would cut off the supply. Without diffusion, the steady state lies between the two.

With $v=\mu E$, eliminating $n$ gives
\begin{equation}
J=\frac{\kappa\mu}{4\pi}E\frac{dE}{dx}
=\frac{\kappa\mu}{8\pi}\frac{d(E^2)}{dx}
\quad\Longrightarrow\quad
E=\sqrt{\frac{8\pi Jx}{\kappa\mu}} .
\end{equation}
The voltage is the integral of the field:
\begin{equation}
V=\frac23\sqrt{\frac{8\pi J}{\kappa\mu}}\,L^{3/2},
\qquad
V^2=\frac{32\pi JL^3}{9\kappa\mu},
\end{equation}
which is \eqref{mg}. In this solution $E\propto x^{1/2}$, so $n\propto dE/dx\propto x^{-1/2}$. The density falls towards the anode just as fast as the velocity rises, and $nv$ stays uniform.

If all electrons now move at $v_s$ while this density is kept, $env_s\propto x^{-1/2}$ depends on position and the current is not steady. Replacing $\mu$ by one average value retains a charge distribution that the new velocity law forbids. The profile has to be found afresh.

\section*{The right solution}

With $v=v_s$, a uniform current requires the uniform density $n=J/(ev_s)$. Equation \eqref{basic} then gives a field linear in $x$, and a second integration gives the voltage:
\begin{equation}
E=\frac{4\pi J}{\kappa v_s}x,\qquad
V=\int_0^L E\,dx=\frac{2\pi JL^2}{\kappa v_s}.
\end{equation}
Solving for the current,
\begin{equation}
J_{\rm sat}=\frac{\kappa v_sV}{2\pi L^2}.
\label{sat}
\end{equation}
The current is linear in voltage and inverse-square in length. Since $1/2=16/32$, the tempting result \eqref{wrong} is too small by the factor $9/16$. In SI units $\kappa/4\pi$ becomes the permittivity $\varepsilon$, and $J_{\rm sat}=2\varepsilon v_sV/L^2$.

The two laws can be read as stored charge divided by transit time. Let $Q=\int_0^L en\,dx$ be the charge per area and $t=\int_0^L dx/v$ the transit time. Because $en=J/v$, we have $Q=Jt$. Poisson's equation gives $Q=\kappa E(L)/4\pi$, and the capacitance per area is $C=\kappa/(4\pi L)$.
\begin{itemize}
\item Saturated velocity: $E(L)=2V/L$, so $Q=2CV$, and $t=L/v_s$.
\item Constant mobility: $E(L)=3V/(2L)$, so $Q=\tfrac32CV$. With $E=E(L)\sqrt{x/L}$, $t=2L/[\mu E(L)]=4L^2/(3\mu V)$.
\end{itemize}
In both cases the charge is proportional to $V$. At constant mobility a higher voltage also shortens the transit, which supplies the second power of $V$ and the third power of $1/L$. At saturation the transit time no longer responds to voltage.

\section*{Which law applies}

Equation \eqref{sat} contains an idealization: near the cathode the field tends to zero, and there the velocity cannot be saturated. To see what this costs, let $v(E)$ be any positive local function for $E>0$. Then
\begin{equation}
J=\frac{\kappa}{4\pi}v(E)\frac{dE}{dx}.
\end{equation}
Integrating over the layer, first as it stands and then after multiplication by $E$, gives
\begin{equation}
JL=\frac{\kappa}{4\pi}A,\quad JV=\frac{\kappa}{4\pi}B,\qquad
A=\int_0^{E_L}\!v\,dE,\quad B=\int_0^{E_L}\!Ev\,dE,
\label{AB}
\end{equation}
with $E_L=E(L)$. The ratio $V/L=B/A$ is a weighted mean of the field between $0$ and $E_L$. It grows with $E_L$, because raising the upper limit adds a field above the mean. Thus $V/L$ fixes $E_L$, and $JL$ is a function of $V/L$ alone. If $J$ varies locally as $V^m$ at fixed $L$, it varies as $L^{-(m+1)}$ at fixed $V$. The pairs $(V^2,L^{-3})$ and $(V,L^{-2})$ are two cases of this rule.

\subsection*{Both laws are upper bounds for drift}

Suppose $v\le v_s$ and define $E_1=A/v_s\le E_L$. Then
\begin{align}
B-\frac{v_sE_1^2}{2}
&=\int_{E_1}^{E_L}\!Ev\,dE-\int_0^{E_1}\!E(v_s-v)\,dE\nonumber\\
&\ge E_1\left[\int_{E_1}^{E_L}\!v\,dE-\int_0^{E_1}(v_s-v)\,dE\right]\nonumber\\
&=E_1(A-v_sE_1)=0 .
\end{align}
The inequality holds because $E\ge E_1$ in the first integral and $E\le E_1$ in the second. Hence $V/L=B/A\ge A/(2v_s)$, so $A\le 2v_sV/L$, and \eqref{AB} gives $J\le J_{\rm sat}$.

If instead $v\le\mu E$, define $E_2$ by $\mu E_2^2/2=A$. The same argument, with $\mu E$ in place of $v_s$, gives $B\ge\mu E_2^3/3$. Then $V/L\ge 2E_2/3$, and
\begin{equation}
J=\frac{\kappa\mu E_2^2}{8\pi L}\le
\frac{\kappa\mu}{8\pi L}\left(\frac{3V}{2L}\right)^2=J_{\rm MG}.
\end{equation}
A velocity curve below both caps therefore gives a drift current below both laws. The smaller law is the relevant bound. With $E_c=v_s/\mu$,
\begin{equation}
\frac{J_{\rm MG}}{J_{\rm sat}}=\frac{9\mu V}{16v_sL}=\frac{9V}{16E_cL},
\end{equation}
so the laws cross at $V=\tfrac{16}{9}E_cL$.

\subsection*{A solvable bridge}

Take $v=\mu E$ below $E_c$ and $v=v_s$ above it. Let $u=E_L/E_c$ and $w=V/(E_cL)$. For $u\ge1$,
\begin{align}
A&=v_sE_c\left[\tfrac12+(u-1)\right]=v_sE_c\left(u-\tfrac12\right),\\
B&=v_sE_c^2\left[\tfrac13+\tfrac12(u^2-1)\right]
=v_sE_c^2\left(\tfrac12u^2-\tfrac16\right).
\end{align}
From $w=B/(AE_c)$ follows $u^2-2wu+w-\tfrac13=0$. The largest field exceeds the mean, $u>w$, which selects the upper root $u=w+\sqrt{w^2-w+1/3}$. Therefore
\begin{equation}
J=\frac{\kappa v_sE_c}{4\pi L}
\left[w-\tfrac12+\sqrt{w^2-w+\tfrac13}\,\right],\qquad w\ge\tfrac23 .
\label{bridge}
\end{equation}
At $w=2/3$ one finds $u=1$. Below this voltage no part of the layer is saturated, and the Mott-Gurney law holds within this drift model. For large $w$, the root is $\sqrt{(w-\frac12)^2+\frac1{12}}\simeq w-\frac12$, and
\begin{equation}
J\simeq\frac{\kappa v_s}{2\pi L^2}\left(V-\frac{E_cL}{2}\right).
\label{offset}
\end{equation}
The slope $dJ/dV$ reaches the saturated value, but the line is displaced by a fixed voltage. Relative to $J_{\rm sat}$ the deficit is $1/(2w)$, so the linear law requires $V\gg E_cL$.

\section*{Numbers for the 5 $\mu$m layer}

Here $E_c=10^7/1000$ V/cm $=10$ kV/cm and $E_cL=5$ V. The Mott-Gurney law holds in the two-piece model up to 3.3 V, and the two laws cross at 8.9 V. At 30 V, $w=6$.

One statvolt is 299.8 V, so 30 V is 0.10007 statV, and
\begin{equation}
J_{\rm sat}=\frac{12\times10^7\times0.10007}{2\pi(5\times10^{-4})^2}
=7.645\times10^{12}~\frac{\rm statA}{\rm cm^2}
=2550~\frac{\rm A}{\rm cm^2}.
\end{equation}
The tempting formula would give $\tfrac{9}{16}\times2550\approx1430~\mathrm{A/cm^2}$ under the same assumption of saturated velocity. The saturated solution has density $1.6\times10^{15}~\mathrm{cm^{-3}}$, anode field $2V/L=120$ kV/cm and transit time 50 ps.

The Mott-Gurney law gives $3.375\times2550\approx8600~\mathrm{A/cm^2}$ and a transit time of 11 ps. That would mean a mean speed of $4.5\times10^7$ cm/s, well above $v_s$, so the law cannot apply at 30 V. At 2 V the order is reversed: Mott-Gurney gives 38 and the saturated law $170~\mathrm{A/cm^2}$.

The two-piece model gives, at 30 V,
\begin{equation}
\frac{J}{J_{\rm sat}}=\frac{5.5+\sqrt{36-6+1/3}}{12}=0.917,
\qquad J\approx2340~\mathrm{A/cm^2}.
\end{equation}
At the crossing voltage it gives $550~\mathrm{A/cm^2}$, against 756 from either law. Taking the smaller law thus overestimates the current by 37\% of the two-piece value at the crossing, compared with 9\% at 30 V.

The approach to the linear law shows in two comparisons within the two-piece model. At fixed $L=5~\mu$m, raising $V$ from 15 to 30 V raises $J$ from 1066 to $2339~\mathrm{A/cm^2}$, a factor 2.19. At fixed $V=30$ V, doubling $L$ lowers $J$ from 2339 to $533~\mathrm{A/cm^2}$, a factor 4.39. The saturated law would give 2 and 4, the Mott-Gurney law 4 and 8. The local exponents at 30 V are $1.089$ in $V$ and $-2.089$ in $L$, as the rule $-(m+1)$ requires.

\section*{What the model leaves out}

\subsection*{Gradual saturation}

A velocity that saturates gradually, $v=\mu E/(1+E/E_c)$, changes the result more than the two-piece model suggests. Writing $E/(1+E/E_c)$ as $E_c-E_c/(1+E/E_c)$ and integrating,
\begin{align}
A&=v_sE_c[u-\ln(1+u)],\\
B&=v_sE_c^2\left[\tfrac12u^2-u+\ln(1+u)\right].
\end{align}
By \eqref{AB}, $J/J_{\rm sat}=A^2/(2v_sB)$. For large $u$ this is
\begin{equation}
\frac{J}{J_{\rm sat}}\simeq1-\frac{2(\ln u-1)}{u}
\simeq1-\frac{\ln(2w)-1}{w},
\end{equation}
where $u\simeq2w$ was used at leading order. The deficit now carries a logarithm, so there is no fixed voltage offset. At $w=6$ the estimate is 25\%. The full integrals give 31\%, or $J\approx1770~\mathrm{A/cm^2}$.

\subsection*{Diffusion}

Diffusion was included numerically with a cathode density of $10^{18}~\mathrm{cm^{-3}}$ and a constant diffusion coefficient $\mu k_BT/e$ at 300 K. The voltage is then the difference of quasi-Fermi potentials, and the thin accumulation layer at the anode is omitted.

At 30 V the two-piece current rises by 7\%, to $2500~\mathrm{A/cm^2}$. Its closeness to 2550 comes from two opposite corrections and does not confirm the simple law. With gradual saturation and diffusion together the current is about $1920~\mathrm{A/cm^2}$, or 75\% of $J_{\rm sat}$.

At 2 V diffusion raises the current from 38 to $52~\mathrm{A/cm^2}$, by 37\%, with the anode layer omitted. That omission matters at low voltage: with an equally dense anode contact, and a diffusion coefficient $(v/E)k_BT/e$ that keeps the contacts in equilibrium, the two-piece current at 2 V is about $60~\mathrm{A/cm^2}$. The 30 V values given here are for the constant diffusion coefficient with the anode layer omitted; the same change of model moves them by less than 1\%, to about 2510 and $1910~\mathrm{A/cm^2}$. Both 2 V values exceed the Mott-Gurney bound, which was derived for drift alone. There is no contradiction, because that derivation omits the diffusion current.

\subsection*{Donors}

Uniform ionized donors of density $N_D$ replace $n$ by $n-N_D$ in Poisson's equation. In the saturated case the field is $E=(4\pi/\kappa)(J/v_s-eN_D)x$, hence
\begin{equation}
J=\frac{\kappa v_sV}{2\pi L^2}+ev_sN_D .
\end{equation}
For $N_D=10^{13}~\mathrm{cm^{-3}}$ the added term is $16~\mathrm{A/cm^2}$, 0.6\% of $J_{\rm sat}$ at 30 V. At 2 V the ohmic current of these donors would be $6.4~\mathrm{A/cm^2}$, no longer small beside 38.

\subsection*{Ionization, heating and nonlocal velocity}

The voltage cannot be raised freely to reach the linear limit. Take the ionization rate per length as $a\,e^{-b/E}$, with rough values $a=7\times10^5~\mathrm{cm^{-1}}$ and $b=1.2$ MV/cm, in the saturated-law field. An electron then makes about 0.001 ionizing collisions per transit at 30 V, and 0.1 at about 49 V. In the lower field found with the gradual curve $v=\mu E/(1+E/E_c)$, the count at 49 V is about 0.06. There $w\approx10$, and gradual saturation still leaves a deficit of about 23\% in the drift current.

At $2340~\mathrm{A/cm^2}$ and 30 V, a 100 ns pulse warms the layer by about 8 K on average if no heat escapes and the heat capacity is roughly $1.7~\mathrm{J/(cm^3K)}$. A pulse ten times longer would give about 80 K on the same assumption, and the fixed material parameters would become doubtful.

A rough energy relaxation time of 0.3 ps corresponds to 30 nm at $v_s$, 0.6\% of $L$. This supports a local $v(E)$ over most of the layer, though less clearly close to the cathode: at 30 V the field reaches $E_c$ about $0.2~\mu$m from it, and 30 nm is roughly 15\% of this zone, where most of the shortfall from $v_s$ arises.

\subsection*{Beside a real layer}

The parameters are those of electrons in a lightly doped silicon layer between heavily doped contacts at room temperature, roughly. The mobility is somewhat low: about $1400~\mathrm{cm^2/Vs}$ is typical of very pure material. Of the effects estimated above for 30 V and a short pulse, the gradual approach to saturation changes the current most. Within the models used here, gradual saturation lowers the 30 V current from 2550 to about $1770~\mathrm{A/cm^2}$, and diffusion brings it back to about 1920. Equation \eqref{sat} is then an estimate about one third too high relative to that last value. The excess depends on the velocity curve. With $v=\mu E/[1+(\mu E/v_s)^{1.11}]^{1/1.11}$, a closer description of electrons in silicon, and $\mu=1400~\mathrm{cm^2/Vs}$, the drift current is about $1990~\mathrm{A/cm^2}$, and \eqref{sat} is about 28\% too high before diffusion is counted. With diffusion, taking the coefficient $(v/E)k_BT/e$ and both contacts at $10^{18}~\mathrm{cm^{-3}}$, this curve gives about $2150~\mathrm{A/cm^2}$, and the excess falls to 18\%. An exponent 2 in place of 1.11, also in use for electrons in silicon, gives a drift current of about $2280~\mathrm{A/cm^2}$ and an excess of 12\%. The size of the excess is therefore only as certain as the velocity curve.

\section*{Computed results}
\begin{verbatim}
Dielectric constant: 12
Mobility: 1000 cm2/Vs
Saturated velocity: 1e+07 cm/s
Length: 5 um
High voltage: 30 V
Low voltage: 2 V
Temperature: 300 K
Critical field Ec: 10 kV/cm
Ec*L: 5 V
Mobility law exact up to: 3.333 V
Crossing voltage of the two laws: 8.889 V
Saturated law, 30 V: 2550 A/cm2
Same in Gaussian: 7.645e+12 statA/cm2
Mott-Gurney, 30 V: 8606 A/cm2
Ratio Mott-Gurney/saturated, 30 V: 3.375
Two-piece, 30 V: 2339 A/cm2
Two-piece/saturated, 30 V: 0.9173
Offset voltage Ec*L/2: 2.5 V
Mott-Gurney, 2 V: 38.25 A/cm2
Saturated law, 2 V: 170 A/cm2
Two-piece, crossing voltage: 549.9 A/cm2
Both laws, crossing voltage: 755.6 A/cm2
Two-piece, 15 V, 5 um: 1066 A/cm2
Two-piece, 30 V, 10 um: 533 A/cm2
Two-piece log slope in V, 30 V: 1.089
Two-piece log slope in L, 30 V: -2.089
Saturated-law density, 30 V: 1.592e+15 cm^-3
Saturated-law anode field, 30 V: 120 kV/cm
Saturated transit time: 50 ps
Mott-Gurney transit time, 30 V: 11.11 ps
Mott-Gurney Q/(CV), numerical: 1.5
Gradual saturation, 30 V: 1771 A/cm2
Gradual/saturated law, 30 V: 0.6944
Thermal voltage: 25.85 mV
Contact density: 1e+18 cm^-3
Two-piece with diffusion, 30 V: 2500 A/cm2
Change by diffusion, 30 V: 6.87 %
Gradual with diffusion, 30 V: 1917 A/cm2
Gradual with diffusion/saturated law: 0.7517
Two-piece with diffusion, 2 V: 52.24 A/cm2
Change by diffusion, 2 V: 36.6 %
Residual donors: 1e+13 cm^-3
Donor current, saturated: 16 A/cm2
Ohmic donor current, 2 V: 6.41 A/cm2
Ionization prefactor (rough): 7e+05 1/cm
Ionization field (rough): 1.2 MV/cm
Ionizations per electron, 30 V: 0.0013
Voltage for 0.1 ionization: 49 V
Heat capacity (rough): 1.7 J/(cm3 K)
Pulse length: 100 ns
Mean pulse heating, no heat loss: 8.3 K
Energy relaxation time (rough): 0.3 ps
Energy relaxation length: 30 nm
\end{verbatim}
